# From RPA correlation to the Casimir-Polder energy of two separated fragments, part 1

(Sections cited here and not found follow in the second part.)

## The interaction energy in terms of fragment responses

A beryllium atom and a magnesium atom 28 bohr apart have, in the random phase approximation (RPA), a correlation energy 0.4647 microhartree below the sum for the two separate atoms. This value, obtained with Hartree-Fock orbitals in the def2-TZVP basis, comes from treating the pair as one system of sixteen electrons and subtracting the energies of the atoms. A different calculation never treats the pair as one system. It takes the density response of each separate atom at imaginary frequency, couples the two responses by the Coulomb interaction between the atoms, and integrates over frequency. It also gives 0.4647 microhartree. If the responses in that integral are replaced by those of independent electrons in a fixed mean field, the result becomes 0.8815 microhartree, nearly twice as large. Yet independent-electron responses are the material from which the RPA energy of the pair is built. We have to find out how the energy of the whole turns into an integral over its parts, and why the responses in that integral are not the ones that were put in.

Atomic units are used throughout. Let $\chi(\mathbf r,\mathbf r';iu)$ be the density response at imaginary frequency $iu$: a small change $\delta w$ of the electrons' potential energy produces the density change $\delta n=\chi\,\delta w$. Products of such two-point functions imply an integral over the common coordinate, and $\mathrm{Tr}$ sets the two remaining coordinates equal and integrates. The Coulomb interaction is $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$. For a system with ground state $0$, excited states $k$, excitation energies $\omega_k$ and real transition densities $\rho_k(\mathbf r)=\langle 0|\hat n(\mathbf r)|k\rangle$, first-order perturbation theory at frequency $\omega$ gives

$$
\chi(\omega)=\sum_k\rho_k\rho_k^T\left[\frac{1}{\omega-\omega_k}-\frac{1}{\omega+\omega_k}\right]
=\sum_k\frac{2\omega_k}{\omega^2-\omega_k^2}\,\rho_k\rho_k^T .
$$

Setting $\omega=iu$ turns the denominator into $-(\omega_k^2+u^2)$, so

$$
\chi(iu)=-\sum_k\frac{2\omega_k}{\omega_k^2+u^2}\,\rho_k\rho_k^T .
$$

This response is real, symmetric and has no positive eigenvalue. Those properties will fix several signs.

The link between response and correlation energy comes from switching on the electron-electron interaction gradually. Let its strength be $\lambda$, running from 0 to 1, while the external potential is adjusted so that the density $n$ stays the same. The Hellmann-Feynman theorem says that the energy changes at the rate $\langle \hat W\rangle_\lambda$, the expectation value of the full-strength interaction, plus a term from the changing external potential that depends on $n$ alone. Written with density operators, the interaction is

$$
\hat W=\frac12\int\!\!\int v(\mathbf r,\mathbf r')\left[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)\right]d\mathbf r\,d\mathbf r' .
$$

The subtracted term removes the interaction of an electron with itself. Put $\hat n=n+\delta\hat n$. The part containing $n$ twice is the classical Hartree energy, and the self-interaction term depends on $n$ alone; neither changes with $\lambda$. The value of $\langle\hat W\rangle$ at $\lambda=0$ supplies the Hartree and exchange energies, and what remains is the correlation energy:

$$
E_c=\frac12\int_0^1 d\lambda\,\mathrm{Tr}\left[v\,(S_\lambda-S_0)\right],\qquad
S_\lambda(\mathbf r,\mathbf r')=\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda .
$$

Inserting a complete set of states gives $S_\lambda=\sum_k\rho_k\rho_k^T$. Since $\int_0^\infty 2\omega_k/(\omega_k^2+u^2)\,du=\pi$, integrating the response over frequency gives $-\pi S_\lambda$. Therefore

$$
E_c=-\frac{1}{2\pi}\int_0^1 d\lambda\int_0^\infty du\;\mathrm{Tr}\left[v\,(\chi_\lambda-\chi^0)\right],
$$

the adiabatic-connection fluctuation-dissipation formula. Here $\chi^0$ is the response at $\lambda=0$, that of independent electrons.

The RPA enters through the approximation for $\chi_\lambda$. The electrons are taken to respond independently to the applied potential plus the classical potential $\lambda v\,\delta n$ of the density that has been induced. Changes of the exchange and correlation potential are left out:

$$
\chi_\lambda=\chi^0+\lambda\chi^0v\chi_\lambda
\quad\Longrightarrow\quad
\chi_\lambda=(1-\lambda\chi^0v)^{-1}\chi^0 .
$$

The interaction strength can now be integrated out. The operator $\chi^0v$ has the same nonzero eigenvalues as $v^{1/2}\chi^0v^{1/2}$, because moving a factor around a product leaves them unchanged. The latter operator is symmetric and not positive, so write its eigenvalues as $-y$ with $y\ge0$. Then $\mathrm{Tr}[v\chi_\lambda]=-\sum y/(1+\lambda y)$, and its integral from 0 to 1 is $-\sum\ln(1+y)=-\mathrm{Tr}\ln(1-\chi^0v)$. The term with $\chi^0$ does not depend on $\lambda$. Together they give

$$
E_c=\frac{1}{2\pi}\int_0^\infty du\;\mathrm{Tr}\left[\ln(1-\chi^0v)+\chi^0v\right].
$$

This expression needs nothing but a set of orbitals and orbital energies. In the example they come from Hartree-Fock theory. The argument with a fixed density then serves as motivation, and the last formula is taken as the definition of the RPA energy. What follows uses that formula alone.

For closed shells with real orbitals, let $i$ label occupied and $a$ virtual orbitals, with gaps $\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0$. The independent-electron response is

$$
\chi^0(\mathbf r,\mathbf r';iu)=-\sum_{ia}\frac{4\varepsilon_{ia}}{\varepsilon_{ia}^2+u^2}\,
\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r') .
$$

The four is the two of the general response formula times two spin directions.

Now let the system consist of fragments A and B. Non-overlap means here that the product of an occupied orbital of one fragment with any orbital of the other vanishes at every point. Excitations that carry an electron from A to B then have no transition density and drop out of the sum. We also require that the orbitals and gaps of each fragment be those used for its own reference energy. A uniform shift of the potential across a fragment does no harm, since it cancels in the gaps. The field of a permanent dipole or quadrupole on the partner is another matter: it polarises the orbitals, and the polarised orbitals must then be used in the pair and in the reference alike. Two neutral spherical atoms avoid this complication, because each produces no electrostatic field outside its charge. In a pair of equal atoms the orbitals may spread over both centres in nearly degenerate combinations. In the separated limit, where the degeneracy is complete, they can be recombined into localised orbitals without changing $\chi^0$, since a rotation among orbitals of equal energy leaves the sums over them unchanged.

Under these conditions $\chi^0$ connects two points of A or two points of B, never one of each. Arranging space into the two regions gives

$$
\chi^0=\begin{pmatrix}\chi^0_A&0\\0&\chi^0_B\end{pmatrix},\qquad
v=\begin{pmatrix}v_{AA}&V\\V^T&v_{BB}\end{pmatrix}.
$$

The block $V$ is the Coulomb interaction between a point in A and a point in B. It is the quantity in which we expand, and at this stage nothing has been assumed about its size.

The linear term of the energy is immediate. The diagonal blocks of $\chi^0v$ are $\chi^0_Av_{AA}$ and $\chi^0_Bv_{BB}$, so its trace is the sum of the traces for the isolated fragments and cancels from the interaction energy. For the logarithm, separate $v$ into its diagonal part $v_{\rm intra}$ and its off-diagonal part $v_{\rm inter}$, and define $D=1-\chi^0v_{\rm intra}$. Then

$$
1-\chi^0v=D-\chi^0v_{\rm inter}=D\left(1-D^{-1}\chi^0v_{\rm inter}\right).
$$

This factorisation is where the independent-electron responses change their nature. Because $D$ is block diagonal, so is $D^{-1}\chi^0$, and its blocks are

$$
\chi_X=(1-\chi^0_Xv_{XX})^{-1}\chi^0_X,\qquad X=A,B .
$$

They are the RPA responses of the isolated fragments at full interaction strength. The repeated Coulomb interactions inside each fragment have been collected before the fragments are allowed to influence each other.

Using $\mathrm{Tr}\ln M=\ln\det M$ and the product rule for determinants, we see that $\ln\det D$ splits into the logarithms for isolated A and isolated B. It too cancels from the interaction energy. What survives is the second factor:

$$
E_{\rm int}=\frac{1}{2\pi}\int_0^\infty du\,
\ln\det\begin{pmatrix}1&-\chi_AV\\-\chi_BV^T&1\end{pmatrix}.
$$

Multiply this matrix from the right by a triangular matrix of determinant one:

$$
\begin{pmatrix}1&-\chi_AV\\-\chi_BV^T&1\end{pmatrix}
\begin{pmatrix}1&0\\\chi_BV^T&1\end{pmatrix}
=\begin{pmatrix}1-\chi_AV\chi_BV^T&-\chi_AV\\0&1\end{pmatrix}.
$$

The determinant has not changed, and that of the result can be read off from its diagonal blocks. With $X=\chi_AV\chi_BV^T$,

$$
E_{\rm int}=\frac{1}{2\pi}\int_0^\infty du\;\ln\det(1-X).
$$

No power of $V$ has been dropped. To expand the logarithm we need to know that the eigenvalues $x$ of $X$ lie between zero and one. For the lower limit, let $S_X=(-\chi^0_X)^{1/2}$. From $(1+S_X^2v_{XX})S_X=S_X(1+S_Xv_{XX}S_X)$ follows

$$
-\chi_X=S_X(1+S_Xv_{XX}S_X)^{-1}S_X ,
$$

which has no negative eigenvalue. Hence $X$ is the product of two symmetric operators without negative eigenvalues, $-\chi_A$ and $V(-\chi_B)V^T$, and its own eigenvalues cannot be negative. For the upper limit, multiply $V$ by a number $\eta$ between 0 and 1. The resulting interaction $\eta v+(1-\eta)v_{\rm intra}$ is still positive, so the complete determinant stays at or above one, and $\det(1-\eta^2X)$ never reaches zero. An eigenvalue $x\ge1$ would make it vanish at $\eta=x^{-1/2}$, which is excluded. The series therefore converges:

$$
E_{\rm int}=-\frac{1}{2\pi}\int_0^\infty du\left\{\mathrm{Tr}\,X+\frac12\mathrm{Tr}\,X^2+\cdots\right\}.
$$

Each term lowers the energy or leaves it unchanged. Odd powers of $V$ are absent because an influence that leaves A for B has to return to A before a trace can be taken. The leading term is the Casimir-Polder energy in its general, non-retarded form:

$$
E_2=-\frac{1}{2\pi}\int_0^\infty du\;\mathrm{Tr}\left[\chi_AV\chi_BV^T\right].
$$

The RPA interaction of two non-overlapping fragments thus equals the Casimir-Polder energy to second order in their coupling. The first correction is of fourth order, $-(1/4\pi)\int_0^\infty du\,\mathrm{Tr}\,X^2$.

It may still seem odd that responses at full strength appear, when the starting formula averages over all strengths from 0 to 1. Let $\chi_X^\lambda=(1-\lambda\chi^0_Xv_{XX})^{-1}\chi^0_X$ be the fragment response at strength $\lambda$. Solving the equation for $\chi_\lambda$ to second order in $V$ gives an off-diagonal block $\lambda\chi_A^\lambda V\chi_B^\lambda$ and a change $\lambda^2\chi_A^\lambda V\chi_B^\lambda V^T\chi_A^\lambda$ of the block on A, with a corresponding change on B. The trace with $v_{\rm inter}$ contains two equal off-diagonal contributions:

$$
\mathrm{Tr}[v_{\rm inter}\chi_\lambda]=2\lambda\,\mathrm{Tr}[\chi_A^\lambda V\chi_B^\lambda V^T].
$$

The trace of $v_{AA}$ with the change on A is

$$
\lambda^2\,\mathrm{Tr}[\chi_A^\lambda v_{AA}\chi_A^\lambda V\chi_B^\lambda V^T]
=\lambda^2\,\mathrm{Tr}\left[\frac{d\chi_A^\lambda}{d\lambda}V\chi_B^\lambda V^T\right],
$$

because differentiating the inverse in $\chi_A^\lambda$ gives $\chi_A^\lambda v_{AA}\chi_A^\lambda$. Together with the term from B these are the three pieces of a product rule:

$$
\mathrm{Tr}[v\chi_\lambda]_{2}=\frac{d}{d\lambda}\left\{\lambda^2\,\mathrm{Tr}[\chi_A^\lambda V\chi_B^\lambda V^T]\right\}.
$$

The integral over $\lambda$ keeps the end point $\lambda=1$, since the bracket vanishes at $\lambda=0$. The intrafragment pieces have a definite sign. The operator $\chi_A^\lambda v_{AA}\chi_A^\lambda$ is positive or zero and $V\chi_B^\lambda V^T$ is negative or zero, so their trace is not positive, and the minus sign in front of the energy formula makes the contribution repulsive or zero. Correlating the fragments with each other costs some of the correlation energy within them.

For non-overlapping fragments, the RPA interaction energy equals the Casimir-Polder energy to second order in their coupling, with fragment responses that already contain the repeated Coulomb interactions inside each fragment. It remains to see what these responses mean physically, and to test the result on the beryllium-magnesium pair at various distances.
